# Zener Transmission of a Carbon-Nanotube Junction with Two-Band Dispersion: a numerical check

```python
# Result under test: interband (Zener) transmission of a carbon nanotube,
#   T = exp(-pi * half_gap**2 / (hv * force)),
# for bands E = +-sqrt((hv*k)**2 + half_gap**2) in a uniform axial field.
# hv: hbar times band velocity (eV nm); force: e times field (eV/nm);
# half_gap: half the band gap (eV); local energy: energy minus potential.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

hv = 0.6
gap = 0.5
half_gap = gap / 2
field_MV_cm = 1.0
force = field_MV_cm * 1e8 * 1e-9      # MV/cm -> V/m -> V/nm


def exponent(gap_eV, force_eV_nm):
    return np.pi * gap_eV**2 / (4 * hv * force_eV_nm)


def scatter(delta, local_energy, half_length):
    """Solve the stationary two-band equation; flat leads at both ends."""
    def rhs(x, psi):
        e = local_energy(x)
        return np.array([1j * (e + delta) * psi[1] / hv,
                         1j * (e - delta) * psi[0] / hv])

    def mode(e, direction):
        # group velocity has the sign of k*e
        p = direction * np.sign(e) * np.sqrt(e**2 - delta**2)
        return np.array([p, e - delta])

    def flux(u, w):
        return np.conj(u[0]) * w[1] + np.conj(u[1]) * w[0]

    e_left, e_right = local_energy(-half_length), local_energy(half_length)
    out = mode(e_right, 1).astype(complex)
    sol = solve_ivp(rhs, (half_length, -half_length), out,
                    method="DOP853", rtol=1e-9, atol=1e-11)
    assert sol.success
    psi = sol.y[:, -1]
    inc, ref = mode(e_left, 1), mode(e_left, -1)
    a_inc = flux(inc, psi) / flux(inc, inc)
    a_ref = flux(ref, psi) / flux(ref, ref)
    j_inc = abs(a_inc)**2 * abs(flux(inc, inc))
    trans = abs(flux(out, out)) / j_inc
    refl = abs(a_ref)**2 * abs(flux(ref, ref)) / j_inc
    assert abs(trans + refl - 1) < 1e-5
    return trans


# Complex band: diagonalize the Hamiltonian at imaginary wave number.
for e in (0.0, 0.1, 0.2):
    kappa = np.sqrt(half_gap**2 - e**2) / hv
    h = np.array([[half_gap, 1j * hv * kappa],
                  [1j * hv * kappa, -half_gap]])
    levels = np.linalg.eigvals(h)
    assert min(abs(levels - e)) < 1e-7

# Tunnelling action by quadrature over position.
turn = half_gap / force
action = 2 * quad(lambda x: np.sqrt(max(half_gap**2 - (force * x)**2, 0))
                  / hv, -turn, turn)[0]
S = exponent(gap, force)
T = np.exp(-S)
assert abs(action / S - 1) < 1e-6

# Full scattering solution in a long uniform field, for three gaps.
exact_rows = []
for g in (0.2, 0.5, 0.7):
    drop = 8.0
    t_num = scatter(g / 2, lambda x: force * x, drop / (2 * force))
    t_formula = np.exp(-exponent(g, force))
    exact_rows.append((g, t_num, t_formula))
    # remaining difference: weak reflection at the far ends of the field
    assert abs(t_num / t_formula - 1) < 2e-3

# Asymptotic phase of the outgoing wave, including its logarithmic part.
delta2 = half_gap**2 / (hv * force)
d = np.sqrt(delta2)
s1, s2 = 20.0, 10.0
wave = solve_ivp(lambda s, y: np.array([1j * s * y[0] - 1j * d * y[1],
                                        -1j * s * y[1] + 1j * d * y[0]]),
                 (s1, s2), np.array([1, d / (2 * s1)], complex),
                 method="DOP853", rtol=1e-10, atol=1e-12).y[0, -1]
predicted = np.exp(1j * ((s2**2 - s1**2) / 2 - delta2 / 2 * np.log(s2 / s1)))
assert abs(np.angle(wave / predicted)) < 0.02

# Band-edge mass from curvature, then the one-band parabolic barrier.
step = 1e-3
band = lambda k: np.sqrt((hv * k)**2 + half_gap**2)
curvature = (band(step) - 2 * band(0) + band(-step)) / step**2
assert abs(curvature * half_gap / hv**2 - 1) < 1e-4
hbar2_over_me = const.hbar**2 / const.m_e / const.e * 1e18   # eV nm^2
mass_ratio = hbar2_over_me * half_gap / hv**2
S_parabolic = 16 * half_gap**2 / (3 * hv * force)
S_par_num = 2 * quad(lambda x: np.sqrt(2 * force * x / curvature),
                     0, gap / force)[0]
assert abs(S_par_num / S_parabolic - 1) < 1e-4

# Finite junctions with a total potential drop of 1 eV.
drop = 1.0
half_length = drop / (2 * force)
energies = np.linspace(-0.15, 0.15, 7)
sharp = [scatter(half_gap, lambda x, E=E: E + force * x, half_length)
         for E in energies]
smooth_energy = lambda x: drop / 2 * np.tanh(2 * force * x / drop)
T_smooth = scatter(half_gap, smooth_energy, 9 * half_length)
S_smooth = 2 * quad(lambda e: np.sqrt(max(half_gap**2 - e**2, 0))
                    / (hv * force * (1 - (2 * e / drop)**2)),
                    -half_gap, half_gap)[0]
assert abs(T_smooth / np.exp(-S_smooth) - 1) < 0.01

# Lattice correction from nearest-neighbour zigzag tubes (n,0).
lattice = 0.246                       # graphene lattice constant, nm
hopping = 2 * hv / (np.sqrt(3) * lattice)
bond = lattice / np.sqrt(3)
lattice_rows = []
for n, q in ((19, 13), (20, 13)):
    b = 2 * np.cos(np.pi * q / n)
    tube_gap = 2 * hopping * abs(1 + b)

    def decay(e):
        c = (1 + b**2 - (e / hopping)**2) / (2 * abs(b))
        return np.arccosh(max(c, 1.0)) * 2 / (np.sqrt(3) * lattice)

    # check against the direct sum over the three bonds at k = i*kappa
    e_test = 0.3 * tube_gap
    kap = decay(e_test)
    f_plus = np.exp(-kap * bond) + b * np.exp(kap * bond / 2)
    f_minus = np.exp(kap * bond) + b * np.exp(-kap * bond / 2)
    assert abs(hopping**2 * f_plus * f_minus - e_test**2) < 1e-9
    S_tube = 2 / force * quad(decay, -tube_gap / 2, tube_gap / 2)[0]
    ratio = S_tube / exponent(tube_gap, force)
    lattice_rows.append((n, tube_gap, ratio, np.exp(-S * (ratio - 1))))

# Other neglected effects and derived quantities.
diameter = 4 * hv / (3 * gap)
length = gap / force
T_second = np.exp(-exponent(2 * gap, force))
kT = const.k * 300 / const.e
window = drop - gap
outside = 1 - np.tanh(window / (4 * kT))
permittivity = 4.0
coulomb = const.e / (4 * np.pi * const.epsilon_0 * permittivity
                     * length * 1e-9)
T_coulomb = np.exp(-exponent(gap - coulomb, force))
conductance = 4 * const.e**2 / const.h * T * 1e6

print(f"Band gap: {gap:.3f} eV; half gap: {half_gap:.3f} eV")
print(f"hbar v: {hv:.3f} eV nm")
print(f"Band velocity: {hv*const.e*1e-9/const.hbar:.3e} m/s")
print(f"Field: {field_MV_cm:.2f} MV/cm; force: {force:.3f} eV/nm")
print(f"Tube diameter from gap: {diameter:.2f} nm")
print(f"Tunnelling length: {length:.2f} nm")
print(f"Midgap decay constant: {half_gap/hv:.4f} 1/nm")
print(f"delta squared: {delta2:.5f} (dimensionless)")
print(f"Exponent, formula: {S:.5f}; quadrature: {action:.5f}")
print(f"Transmission: {T:.5f} = {100*T:.2f} percent")
print(f"Reflection: {1-T:.5f}")
print(f"Four-channel conductance: {conductance:.2f} microsiemens")
for g, tn, tf in exact_rows:
    print(f"Gap {g:.1f} eV: T scattering {tn:.5f}, formula {tf:.5f}")
for f in (0.5, 1.0, 2.0):
    print(f"Field {f:.1f} MV/cm: T = {np.exp(-exponent(gap,f*0.1)):.3e}")
for g in (0.49, 0.51):
    print(f"Gap {g:.2f} eV: T = {np.exp(-exponent(g,force)):.5f}")
print(f"Band-edge mass: {mass_ratio:.4f} electron masses")
print(f"One-band parabolic exponent: {S_parabolic:.4f}")
print(f"One-band parabolic T: {np.exp(-S_parabolic):.5f}")
print(f"Finite junction drop: {drop:.2f} eV; window: {window:.2f} eV")
print(f"Sharp-ended junction length: {2*half_length:.1f} nm")
print(f"Sharp-ended junction, T at midwindow: {sharp[3]:.5f}")
print(f"Sharp-ended junction, T range within 0.15 eV of midwindow: "
      f"{min(sharp):.5f} to {max(sharp):.5f}")
print(f"Smooth junction, T scattering: {T_smooth:.5f}")
print(f"Smooth junction, T semiclassical: {np.exp(-S_smooth):.5f}")
print(f"Lattice constant: {lattice:.3f} nm; hopping: {hopping:.3f} eV")
for n, tg, r, factor in lattice_rows:
    print(f"Tube ({n},0): gap {tg:.3f} eV, exponent ratio {r:.4f}, "
          f"T factor at 0.5 eV gap {factor:.3f}")
print(f"Second subband T: {T_second:.2e}")
print(f"Thermal energy at 300 K: {kT:.5f} eV")
print(f"Thermal weight outside window: {outside:.2e}")
print(f"Chosen relative permittivity: {permittivity:.1f}")
print(f"Coulomb energy at tunnelling length: {coulomb:.4f} eV")
print(f"T with gap reduced by that energy: {T_coulomb:.4f}")
print("success")
```

Output:

```
Band gap: 0.500 eV; half gap: 0.250 eV
hbar v: 0.600 eV nm
Band velocity: 9.116e+05 m/s
Field: 1.00 MV/cm; force: 0.100 eV/nm
Tube diameter from gap: 1.60 nm
Tunnelling length: 5.00 nm
Midgap decay constant: 0.4167 1/nm
delta squared: 1.04167 (dimensionless)
Exponent, formula: 3.27249; quadrature: 3.27249
Transmission: 0.03791 = 3.79 percent
Reflection: 0.96209
Four-channel conductance: 5.87 microsiemens
Gap 0.2 eV: T scattering 0.59239, formula 0.59238
Gap 0.5 eV: T scattering 0.03791, formula 0.03791
Gap 0.7 eV: T scattering 0.00164, formula 0.00164
Field 0.5 MV/cm: T = 1.437e-03
Field 1.0 MV/cm: T = 3.791e-02
Field 2.0 MV/cm: T = 1.947e-01
Gap 0.49 eV: T = 0.04316
Gap 0.51 eV: T = 0.03322
Band-edge mass: 0.0529 electron masses
One-band parabolic exponent: 5.5556
One-band parabolic T: 0.00387
Finite junction drop: 1.00 eV; window: 0.50 eV
Sharp-ended junction length: 10.0 nm
Sharp-ended junction, T at midwindow: 0.03713
Sharp-ended junction, T range within 0.15 eV of midwindow: 0.03713 to 0.04761
Smooth junction, T scattering: 0.02997
Smooth junction, T semiclassical: 0.02997
Lattice constant: 0.246 nm; hopping: 2.816 eV
Tube (19,0): gap 0.529 eV, exponent ratio 0.9559, T factor at 0.5 eV gap 1.155
Tube (20,0): gap 0.518 eV, exponent ratio 1.0491, T factor at 0.5 eV gap 0.851
Second subband T: 2.07e-06
Thermal energy at 300 K: 0.02585 eV
Thermal weight outside window: 1.26e-04
Chosen relative permittivity: 4.0
Coulomb energy at tunnelling length: 0.0720 eV
T with gap reduced by that energy: 0.0909
success
```
